# How Dopant Trapping Shifts the Hydration Enthalpy of Proton-Conducting Oxides

## Problem

A perovskite oxide ABO$_3$ contains acceptor dopants on its B sites. Each dopant carries one negative charge relative to the perfect crystal, and oxygen vacancies compensate this charge. In humid gas the oxide takes up water:

$$
\mathrm{H_2O(g)}+\mathrm{V_O^{\bullet\bullet}}+\mathrm{O_O^{\times}}\;\rightleftharpoons\;2\,\mathrm{OH_O^{\bullet}} .
$$

Here $\mathrm{V_O^{\bullet\bullet}}$ is an oxygen vacancy of relative charge $+2$, $\mathrm{O_O^{\times}}$ is a normal oxide ion, and $\mathrm{OH_O^{\bullet}}$ is an oxide ion that has bound a proton, of relative charge $+1$. The last is called "a proton" below.

Both defects are attracted to dopants. The binding energy is $E_H=0.30$ eV per proton and $E_V=0.45$ eV per vacancy. A positive value means that the defect is more stable at the dopant than far from it. The value $E_V$ is the total for one vacancy bound to one dopant.

Let $H_0$ be the hydration enthalpy per H$_2$O when all defects are far from dopants. For numerical work take $H_0=-0.80$ eV and $x=0.10$ dopants per formula unit.

(a) By how much does the hydration enthalpy change between the fully untrapped and the fully trapped limit?

(b) Does the slope of a van 't Hoff plot change by the same amount?

(c) How much of the shift is present at 300, 600 and 900 K, where trapping is incomplete?

Assume that the binding energies depend neither on temperature nor on composition, that a dopant binds at most one defect, that dopants are isolated from one another, and that electrons and holes are too few to affect the charge balance.

## Hints

1. Count defects before energies. How many protons replace one vacancy, and are there enough dopants to hold them?
2. Enthalpy is a function of state. Replace the reaction between trapped defects by a path that passes through free defects.
3. A binding energy on the reactant side must be paid; one on the product side is gained.
4. For (b), divide the free energy of the crystal by $kT$ and separate the result into an energy term and the logarithm of a number of arrangements. Which part depends on temperature in the trapped limit?
5. For (c), move a single defect from a free site to a dopant, and ask when the product of the number of arrangements and the Boltzmann factor stays the same.

## Solution

### Are there enough dopants?

With $[A]$ the dopant concentration, charge neutrality reads

$$
[A]=2[\mathrm V]+[\mathrm{OH}] .
$$

Let $h$ be the degree of hydration, from 0 (dry) to 1 (all vacancies filled). Per formula unit there are then $hx$ protons and $(1-h)x/2$ vacancies, which satisfies neutrality because $2(1-h)x/2+hx=x$. The total number of defects is

$$
hx+\frac{(1-h)x}{2}=\frac{(1+h)x}{2}\le x .
$$

Every defect can therefore have its own dopant at every degree of hydration. At $h=1$ the supply is just used up, a fact that matters in part (c).

### (a) The shift between the limits

Let $h_V$ and $h_H$ be the enthalpies of a free vacancy and a free proton, each measured from the perfect crystal, and $h_w$ the enthalpy of a gas molecule. The untrapped reaction has

$$
H_0=2h_H-h_V-h_w .
$$

Trapping lowers $h_H$ to $h_H-E_H$ and $h_V$ to $h_V-E_V$. The gas molecule is unaffected. Hence

$$
\begin{aligned}
H_{\rm trapped}&=2(h_H-E_H)-(h_V-E_V)-h_w\\
&=(2h_H-h_V-h_w)-2E_H+E_V\\
&=H_0-2E_H+E_V .
\end{aligned}
$$

The same sum follows from a path in three steps: release the vacancy from its dopant, at a cost $E_V$; hydrate it in the free state, with enthalpy $H_0$; let both protons fall into traps, with a gain $2E_H$.

The shift does not contain $H_0$:

$$
\Delta H\equiv H_{\rm trapped}-H_0=-2(0.30)+0.45=-0.15\ \text{eV per H}_2\text{O},
$$

or $-14.5$ kJ/mol. With $H_0=-0.80$ eV the fully trapped enthalpy is $-0.95$ eV. Hydration becomes more exothermic although a single vacancy is bound more strongly than a single proton, because two protons replace each vacancy. The shift would vanish at $E_V=2E_H=0.60$ eV and be positive above that value.

Contributions common to both limits cancel. For example, the enthalpy of an ideal gas molecule exceeds its energy by $kT$, which is 0.078 eV at 900 K. This term enters $H_0$ and $H_{\rm trapped}$ equally. A change of the proton's vibrations on trapping does not cancel, and must be added unless it is already included in $E_H$. If trapping changed each O–H stretching frequency by 100 cm$^{-1}$, a value taken for scale, the zero-point energy of two protons would change by $2\times\tfrac12 hc\,(100\ \text{cm}^{-1})=0.012$ eV, with $h$ here Planck's constant. That is about a twelfth of the shift.

### (b) The van 't Hoff slope

Define the equilibrium constant with total concentrations, trapped and free together:

$$
K=\frac{[\mathrm{OH}]^2}{[\mathrm V][\mathrm O]\,(p/p^\circ)},
$$

where $p$ is the water vapour pressure and $p^\circ$ a fixed reference pressure. Hold the composition fixed and let $p$ follow the temperature so that equilibrium is kept. The concentrations then drop out of the derivative. With $\beta=1/kT$,

$$
-\frac{d\ln K}{d\beta}=\frac{d\ln (p/p^\circ)}{d\beta}.
$$

At equilibrium, the chemical potential of water in the gas equals the change $\Delta G$ of the crystal's free energy on taking up one molecule:

$$
\mu^\circ(T)+kT\ln(p/p^\circ)=\Delta G
\quad\Rightarrow\quad
\ln(p/p^\circ)=\beta\,\Delta G-\beta\mu^\circ .
$$

The Gibbs–Helmholtz relation $d(\beta G)/d\beta=H$ applies to both terms on the right, so

$$
-\frac{d\ln K}{d\beta}=\Delta H_{\rm crystal}-h_w .
$$

This is the hydration enthalpy at the chosen composition. In the fully trapped limit, all allowed arrangements have the same binding energy. If there are $W$ of them, they contribute $-\ln W$ to $\beta G$. This number does not depend on temperature and vanishes on differentiation. At fixed composition the slope therefore shifts by the same $-2E_H+E_V$.

This was tested by listing every arrangement on a small lattice with four dopants, two trap sites per dopant and four free sites. The crystal began with two vacancies and took up two water molecules in succession. At 50 K the numerical slopes of both steps agreed with the formula to within $1.3\times10^{-11}$ eV. The agreement held with both binding energies present, with either one alone, and with neither.

The condition of fixed composition matters. A van 't Hoff plot is often taken at fixed $p$, with $h$ changing along the plot. For free defects $K$ hardly depends on $h$, and both slopes give $H_0$. In the trapped limit this is no longer so. The number of empty dopants is $x-(1+h)x/2=(1-h)x/2$, and each absorbed molecule uses up one of them. Equilibrium then fixes the combination

$$
\frac{[\mathrm{OH}]^2}{[\mathrm V]\,[\text{empty}]\,(p/p^\circ)}=\frac{4h^2}{(1-h)^2\,(p/p^\circ)}\propto e^{-\beta H_{\rm trapped}},
$$

so that $K\propto(1-h)\,e^{-\beta H_{\rm trapped}}$, with $[\mathrm O]$ nearly constant. At fixed $p$, the logarithm of $h/(1-h)$ has the derivative $-H_{\rm trapped}/2$ with respect to $\beta$, which gives $d\ln(1-h)/d\beta=hH_{\rm trapped}/2$ and

$$
-\frac{d\ln K}{d\beta}\bigg|_{p}\approx H_{\rm trapped}\left(1-\frac h2\right).
$$

At $h=0.5$ this is $-0.71$ eV. The apparent shift from $H_0$ is then about $+0.09$ eV, opposite in sign to the shift of the enthalpy. The slopes quoted below are those at fixed composition.

Close to saturation the trapped limit is reached only at lower temperature, below about 200 K at $h=0.99$, because hardly any dopant is left empty. If protons and vacancies compete for the same dopants, as in the model of part (c), the slope at 300 K is shifted by $-0.146$ eV at $h=0.9$ but by only about $-0.06$ eV at $h=0.99$.

To see what the full shift would do to the temperature dependence, suppose that trapping stayed complete up to 900 K. Part (c) shows that for the present parameters it does not. Between 600 and 900 K,

$$
\frac{1}{k}\left(\frac1{600\ \text K}-\frac1{900\ \text K}\right)
=\frac{0.5}{k\,(900\ \text K)}=\frac{0.5}{0.07756\ \text{eV}}\approx6.447\ \text{eV}^{-1}.
$$

If the enthalpy is constant over this interval and the composition is held fixed, then

$$
\frac{K(600\ \mathrm K)}{K(900\ \mathrm K)}=\exp\!\left[-H\,(6.447\ \text{eV}^{-1})\right],
$$

which is 174 for $H=-0.80$ eV and 457 for $H=-0.95$ eV, evaluated with unrounded constants. The ratio grows by a factor of 2.6. The value of $K$ at one temperature cannot be obtained from the enthalpy shift alone, because trapping also changes $W$ and thus the entropy of hydration.

### (c) Incomplete trapping

Consider the complete hydration of a dry crystal at fixed temperature, with the defects in equilibrium before and after. Let $t_V$ be the fraction of vacancies trapped in the dry state and $t_H$ the fraction of protons trapped in the wet state. Per formula unit, $x/2$ vacancies become $x$ protons and $x/2$ water molecules are absorbed. The change in trapping energy, divided by the number of molecules, is

$$
\Delta H=\frac{-t_HxE_H+t_V(x/2)E_V}{x/2}=-2t_HE_H+t_VE_V .
$$

This is the shift of the heat averaged over the whole uptake. A van 't Hoff slope at one composition gives the heat at that composition, which can differ from the average when trapping is incomplete. If protons and vacancies compete for the same dopants, the shift of this local heat at 900 K runs from about $-0.07$ eV in a nearly dry crystal to about $+0.05$ eV in a nearly saturated one.

To find the fractions, consider $A$ dopants, each with six neighbouring oxygen sites, and $F$ oxygen sites away from dopants. Place $n$ defects of one kind with binding energy $E$, of which $m$ are trapped. The weight of all such arrangements is

$$
w(m)=\binom{A}{m}6^m\binom{F}{n-m}e^{\beta mE}.
$$

The first factor chooses the occupied dopants, the second a site at each, and the third the sites of the free defects. Trapping one more defect changes the weight by the factor

$$
\frac{w(m+1)}{w(m)}=\frac{A-m}{m+1}\;6\;\frac{n-m}{F-n+m+1}\;e^{\beta E}.
$$

At the most probable $m$ this factor is 1. For a large crystal the added ones can be dropped, and when few of the free sites are occupied, $F-n+m\approx F$. Then

$$
mF=6(A-m)(n-m)e^{\beta E}.
$$

Now use amounts per formula unit: $A=x$, $F=3-6x$, $n=cx$ and $m=tcx$. Here $c$ is the number of defects per dopant, equal to 1 for protons in the wet state and $\tfrac12$ for vacancies in the dry state. Substitution gives

$$
tcx(3-6x)=6\,x(1-ct)\,cx(1-t)\,e^{\beta E}.
$$

Dividing by $cx(3-6x)$ leaves

$$
t=R(1-t)(1-ct),\qquad R=\frac{6x}{3-6x}\,e^{\beta E}.
$$

Multiplying out and collecting powers of $t$,

$$
cRt^2-[R(1+c)+1]\,t+R=0 .
$$

The left side equals $R>0$ at $t=0$ and $-1$ at $t=1$, so one root lies between 0 and 1 and the other above 1. The smaller root is the physical one:

$$
t=\frac{b-\sqrt{b^2-4cR^2}}{2cR},\qquad b=R(1+c)+1 .
$$

For $x=0.10$ the prefactor is $0.6/2.4=0.25$. At 900 K, protons have $\beta E_H=0.30/0.0776\approx3.87$ and $R\approx12$. With $c=1$,

$$
12t^2-25t+12=0,\qquad t_H=\frac{25-\sqrt{625-576}}{24}=0.75 .
$$

Vacancies have $\beta E_V\approx5.80$ and $R\approx83$. With $c=\tfrac12$ the same formula gives $t_V=0.977$. The shift is

$$
\Delta H=-0.60(0.750)+0.45(0.977)\approx-0.01\ \text{eV}.
$$

The three temperatures compare as follows.

| $T$ (K) | $t_H$ | $t_V$ | $\Delta H$ (eV per H$_2$O) |
|---|---|---|---|
| 300 | 0.994 | 1.000 | $-0.146$ |
| 600 | 0.896 | 0.999 | $-0.088$ |
| 900 | 0.750 | 0.977 | $-0.010$ |

As a test, the weights $w(m)$ were summed for 400 dopants without the large-crystal and few-free-defects approximations. The trapped fractions differed by at most 0.0016 and the heats by at most 0.0009 eV.

At 900 K three quarters of the protons are trapped, yet the average shift has almost disappeared; near 950 K it changes sign. It is a small difference between two large terms, 0.60 and 0.45 eV, and the proton term weakens first. One reason is the smaller binding energy. The other is the competition for dopants. For large $R$ and $c=1$, the equation $t=R(1-t)^2$ gives $1-t\approx R^{-1/2}$. For $c=\tfrac12$, half of the dopants stay empty and $1-t\approx2/R$, which is much smaller. In the wet crystal with strong trapping, nearly every dopant is occupied, so a free proton finds few empty dopants that could capture it.

The rule of one defect per dopant is therefore important. If each trap site instead accepted a proton regardless of the other sites at the same dopant, and blocking of the trap sites themselves were neglected, the factor $1-ct$ would be absent. Then $t=R/(1+R)$, which gives $t_H=0.923$, $t_V=0.988$ and a shift of $-0.109$ eV at 900 K. The two results show how strongly the answer at this temperature depends on the repulsion between protons that share a dopant.

Heating does not lead to the untrapped limit at fixed $x$. As $T\to\infty$, $R$ tends to 0.25 and not to zero, because a random distribution still puts some defects beside dopants. Dilution does lead there. With a million free oxygen sites per dopant, the calculated shift at 900 K is 0.0007 eV. The small positive remainder comes from the vacancies, whose stronger binding keeps a few more of them trapped.

### Comparison with a real oxide

The parameters lie in the regime of yttrium-doped barium zirconate, for which dopant contents of 10 to 20 %, hydration enthalpies near $-0.8$ eV and use at roughly 700 to 900 K are typical rough figures. Binding energies of a few tenths of an eV are plausible there, but the two values used here are given parameters and not measurements. A hydration enthalpy measured on a doped sample already contains the trapping present at the temperature of measurement, so the full $-0.15$ eV must not be added to it. A value read from a slope at fixed pressure also contains the composition term of part (b), and within the model it can differ from the heat at that composition by a tenth of an eV or more. Within the model, incomplete trapping reduces the shift, averaged over complete uptake, to $-0.01$ eV at 900 K. At that temperature a real sample is usually only partly hydrated, and the shift at its own composition can differ from this average by several hundredths of an eV. The assumption of isolated dopants is also doubtful at $x=0.10$; the second variation estimates its effect.

## Variation 1: only one kind of defect is trapped

**Question.** What are the shifts if only the protons, or only the vacancies, are bound to dopants?

**Solution.** Set the other binding energy to zero in $-2E_H+E_V$. With only protons trapped,

$$
\Delta H=-2(0.30)=-0.60\ \text{eV}.
$$

With only vacancies trapped,

$$
\Delta H=+0.45\ \text{eV}.
$$

Trapped protons stabilise the product and favour hydration energetically. Trapped vacancies stabilise the reactant and oppose it. These two shifts add up to the full $-0.15$ eV. For these parameters, an estimate that includes proton trapping but omits vacancy trapping would thus be four times as large as the full shift.

## Variation 2: vacancies shared by two dopants

**Question.** An oxygen site in a perovskite has two B-site neighbours. If both are dopants, a vacancy there may bind to both. Let the second bond be worth $E_2$. How does the fully trapped limit change for randomly placed dopants at $x=0.10$?

**Solution.** Let $s$ be the fraction of vacancies in the dry crystal that can occupy such shared sites, with no dopant used twice. These vacancies occupy $sx$ dopants per formula unit. The others occupy $(1-s)x/2$. The total, $(1+s)x/2$, does not exceed $x$, so all vacancies remain trapped. The dry state is lowered by a further $sE_2$ per vacancy.

The fully hydrated state gains nothing. It has as many protons as dopants, and each dopant already has its one bond. A proton that used two dopants would leave another proton without a trap, which brings no gain as long as a proton's second bond is worth no more than its first. For complete hydration,

$$
\Delta H=-2E_H+E_V+sE_2 .
$$

The fraction $s$ follows from the largest number of separate neighbouring dopant pairs that can be formed. For one random arrangement on a simple cubic B lattice with 60 sites along each edge, $s=0.407$. This differs by $-0.006$ from the value for another arrangement with 40 sites along each edge. Arrangements with 60 sites along each edge scatter by about 0.004 around a mean of 0.409, so only $s\approx0.41$ is secure and the shift below is uncertain by about 0.002 eV. If the second bond is worth as much as the first, $E_2=0.45$ eV, then

$$
\Delta H=-0.15+0.407(0.45)=+0.033\ \text{eV}.
$$

The sign is reversed. This happens for any $E_2$ above $0.15/0.407\approx0.37$ eV. Full additivity of the two bonds is an assumption, and dopants in a real crystal need not be placed at random. The result $-0.15$ eV therefore belongs to isolated dopants. At a dopant content of 10 %, even the sign of the fully trapped shift cannot be given without the binding energy of a vacancy between two dopants as well as that beside one.

The numerical output below lists the main values used in this sheet.

## Numbers as computed

```
Binding energy per proton: 0.30 eV
Binding energy per vacancy: 0.45 eV
Dopants per formula unit x: 0.10
Untrapped hydration enthalpy: -0.80 eV per H2O
Fully trapped hydration enthalpy: -0.95 eV per H2O
Shift, fully trapped minus untrapped: -0.15 eV per H2O
Same shift: -14.5 kJ/mol of H2O
Shift, only protons trapped: -0.60 eV
Shift, only vacancies trapped: +0.45 eV
Vacancy binding at which the shift vanishes: 0.60 eV
K(600 K)/K(900 K), untrapped: 174
K(600 K)/K(900 K), fully trapped: 457
Partial trapping, one defect per dopant, complete hydration:
  300 K: trapped protons 0.994, vacancies 1.0000, shift -0.146 eV
  600 K: trapped protons 0.896, vacancies 0.9987, shift -0.088 eV
  900 K: trapped protons 0.750, vacancies 0.9769, shift -0.010 eV
Shift at 900 K after strong dilution: 0.0007 eV
Neglected effects:
  900 K, independent trap sites: protons 0.923, vacancies 0.988, shift -0.109 eV
  Vacancies that can share two dopants: 0.407
  Change of this fraction, cell 40 to 60: -0.006
  Full shift if the second bond adds 0.45 eV: +0.033 eV
  Zero-point change, two O-H stretches by 100 cm^-1: 0.0124 eV
  Gas term kT at 900 K, cancels in shift: 0.0776 eV
Largest van 't Hoff slope error: 1.3e-11 eV
Largest trapped-fraction error: 0.0016
Largest mean-heat error: 0.0009 eV
```
